# Linear temperature dependence of the radiative lifetime of two-dimensional excitons: test program

```python
"""
Radiative lifetime of a thermal gas of bright two-dimensional excitons.

Result under test: with E(Q) = E0 + hbar^2 Q^2 / 2M, two in-plane dipole
branches and a = E1/kT,
    tau0/tau_eff = [1 + 2 sqrt(a) D(sqrt(a)) - D(sqrt(a))/sqrt(a)] / 2,
which gives tau_eff = tau0 [3kT/(4 E1) + 9/20 + ...] for kT >> E1.

E0   exciton energy at rest          M    exciton mass
k0   light-cone edge, E0/(hbar c)    E1   hbar^2 k0^2 / 2M
d    transition polarisation (charge unit e), free-standing layer in vacuum
tau0 lifetime at Q = 0, 1/Gamma0     D    Dawson function
T, L branches with dipole across and along Q
Energies are in eV, lengths in nm, times in ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, expm, solve_banded
from scipy.optimize import brentq
from scipy.special import dawsn

HBAR = const.hbar / const.e * 1e12                  # eV ps
HBARC = const.hbar * const.c / const.e * 1e9        # eV nm
E2_EPS0 = const.e / const.epsilon_0 * 1e9           # e^2/eps0, eV nm
H2_M = const.hbar**2 / (const.m_e * const.e) * 1e18  # hbar^2/m_e, eV nm^2
KB = const.k / const.e                              # eV/K

# Round model parameters
E0 = 1.9
MASS = 1.0
DIP = 0.12
SCATTER_PS = {10: 1.0, 300: 0.03}    # scattering times at two temperatures
DARK_DEPTH = 0.020                   # dark doublet below the bright one
DENSITY_CM2 = 1e11

k0 = E0 / HBARC
E1 = H2_M * k0**2 / (2 * MASS)
width0 = DIP**2 * E2_EPS0 * k0       # hbar Gamma0
tau0 = HBAR / width0


def mean_rate(a):
    """Closed form of the thermal mean rate divided by Gamma0."""
    x = np.sqrt(a)
    return 0.5 * (1 + 2 * x * dawsn(x) - dawsn(x) / x)


# ---- Decay of one exciton coupled to discrete photon modes in a long box
BOX = 2.0e6


def survival(q_rel, branch, window, times):
    """Survival probability from diagonalising exciton plus photon modes."""
    q = q_rel * k0
    kz = 2 * np.pi * np.arange(1, 4000) / BOX
    energy = HBARC * np.sqrt(q**2 + kz**2)
    keep = np.abs(energy - E0) < window
    kz, energy = kz[keep], energy[keep]
    pol2 = np.ones_like(kz) if branch == "T" else (HBARC * kz / energy)**2
    # factor 2: modes +kz and -kz combine into one coupled mode
    g = np.sqrt(2 * DIP**2 * E2_EPS0 * energy / (2 * BOX) * pol2)
    h = np.diag(np.concatenate(([E0], energy)))
    h[0, 1:] = g
    h[1:, 0] = g
    val, vec = eigh(h)
    amp = np.exp(-1j * np.outer(times, val - E0) / HBAR) @ vec[0]**2
    return np.abs(amp)**2


times = np.linspace(0.5, 2.0, 16) * tau0
box_rates = {}
for q_rel, branch in ((0.0, "T"), (0.6, "T"), (0.6, "L")):
    prob = survival(q_rel, branch, 0.3, times)
    rate = -np.polyfit(times, np.log(prob), 1)[0] * tau0
    cosine = np.sqrt(1 - q_rel**2)
    expected = 1 / cosine if branch == "T" else cosine
    assert abs(rate / expected - 1) < 0.015, (q_rel, branch, rate)
    box_rates[(q_rel, branch)] = (rate, expected)
outside = survival(1.3, "T", 0.7, times).min()
assert outside > 0.98

# ---- Exact light-cone edge including the kinetic energy
edge = brentq(lambda s: E0 + E1 * s**2 - E0 * s, 0.9, 1.1, xtol=1e-14)
assert abs((edge - 1) / (E1 / E0) - 1) < 1e-3

# ---- Thermal mean: branch integral and photon-angle integral
node, weight = np.polynomial.legendre.leggauss(200)
unit_node, unit_weight = (node + 1) / 2, weight / 2


def branch_mean(a):
    """Boltzmann average of the T and L rates over the light cone."""
    def boltz(u):
        return np.exp(-a * u)
    t_part = quad(boltz, 0, 1, weight="alg", wvar=(0, -0.5))[0]
    l_part = quad(boltz, 0, 1, weight="alg", wvar=(0, 0.5))[0]
    return 0.5 * a * (t_part + l_part)


def angle_mean(a):
    """Emission of a fixed x dipole summed over photon directions."""
    phi = 2 * np.pi * np.arange(32) / 32
    sin2 = 1 - unit_node**2
    pattern = 1 - np.outer(sin2, np.cos(phi)**2)
    ring = pattern.sum(axis=1) * 2 * np.pi / 32
    return a / np.pi * np.sum(unit_weight * np.exp(-a * sin2) * ring)


for a in (20.0, 3.0, 1.0, 0.1, 1e-3):
    assert abs(branch_mean(a) / mean_rate(a) - 1) < 1e-7
    assert abs(angle_mean(a) / mean_rate(a) - 1) < 1e-7
offset = 1 / angle_mean(1e-3) - 0.75e3
assert abs(offset - 9 / 20) < 1e-3
assert abs(angle_mean(1e-4) / 1e-4 - 4 / 3) < 1e-3
assert abs(angle_mean(200.0) - 1) < 1e-3


# ---- Kinetic matrix: emission plus scattering towards equilibrium
def kinetic(a, scatter):
    """Cells in the cone and one dark reservoir; rates in units of Gamma0."""
    v, w = np.polynomial.legendre.leggauss(80)
    v, w = (v + 1) / 2, w / 2
    cell = a * np.exp(-a * (1 - v**2)) * v * w
    share = np.concatenate((cell, cell))
    share = np.append(share, 1 - share.sum())
    gamma = np.concatenate((1 / v, v, [0.0]))
    matrix = np.diag(gamma + scatter) - scatter * np.outer(
        share, np.ones_like(share))
    return matrix, share, gamma


def slow_rate(a, scatter):
    return np.linalg.eigvals(kinetic(a, scatter)[0]).real.min()


assert abs(slow_rate(0.01, 1e5) / mean_rate(0.01) - 1) < 2e-3
matrix, share, _ = kinetic(0.01, 100.0)
slow = slow_rate(0.01, 100.0)
left = (expm(-matrix / slow) @ share).sum()
assert abs(left - np.exp(-1)) < 0.01

refill = {}
for temp, t_sc in SCATTER_PS.items():
    a = E1 / (KB * temp)
    s = tau0 / t_sc
    _, share, gamma = kinetic(a, s)
    steady = np.sum(share * gamma * s / (gamma + s))
    exact = slow_rate(a, s)
    assert abs(steady / exact - 1) < 5e-3
    refill[temp] = mean_rate(a) / exact

# ---- Exchange shift of the L branch from the Poisson equation of a sheet
n_grid, half = 4001, 15.0
z = np.linspace(-half, half, n_grid)
step = z[1] - z[0]
bands = np.zeros((3, n_grid))
bands[0, 1:] = bands[2, :-1] = -1 / step**2
bands[1] = 2 / step**2 + 1
source = np.zeros(n_grid)
source[n_grid // 2] = 1 / step
potential = solve_banded((1, 1), bands, source)[n_grid // 2]
assert abs(potential - 0.5) < 1e-3   # sheet potential is 1/(2 eps0 Q)


def exchange_factor(temp):
    """Lifetime ratio when the L branch is lifted by d^2 Q/(2 eps0)."""
    kt = KB * temp
    q_th = np.sqrt(2 * MASS * kt / H2_M)
    lift = DIP**2 * E2_EPS0 * q_th / 2
    z_l = quad(lambda x: 2 * x * np.exp(-x**2 - lift / kt * x), 0, 12)[0]
    return (1 + z_l) / 2, lift, z_l


# ---- Bose enhancement at the bottom of the band, two bright branches
kt300 = KB * 300
y = DENSITY_CM2 * 1e-14 * 2 * np.pi * H2_M / (2 * MASS * kt300)
fugacity = -np.expm1(-y)
bose_area = quad(lambda x: fugacity * np.exp(-x)
                 / (1 - fugacity * np.exp(-x)), 0, 50)[0]
assert abs(bose_area / y - 1) < 1e-5
bose = np.expm1(y) / y


def lifetime(temp):
    return tau0 / mean_rate(E1 / (KB * temp))


def exponent(func, x):
    return np.log(func(x * 1.01) / func(x / 1.01)) / (2 * np.log(1.01))


assert abs(exponent(lifetime, 300.0) - 1) < 1e-3

# ---- Output
print(f"exciton energy E0 = {E0:.2f} eV")
print(f"exciton mass M = {MASS:.2f} electron masses")
print(f"transition polarisation d = {DIP:.2f} e")
print(f"light-cone edge k0 = {k0:.6f} 1/nm")
print(f"edge kinetic energy E1 = {E1 * 1e6:.3f} micro-eV")
print(f"temperature with kT = E1: {E1 / KB:.4f} K")
print(f"relative shift of exact edge = {edge - 1:.2e}")
print(f"hbar Gamma0 = {width0 * 1e3:.3f} meV")
print(f"tau0 = {tau0:.4f} ps")
for (q_rel, branch), (rate, expected) in box_rates.items():
    print(f"box, Q/k0={q_rel:.1f} {branch}: rate/Gamma0 = {rate:.3f},"
          f" formula {expected:.3f}")
print(f"box, Q/k0=1.3 T: least survival = {outside:.4f}")
print(f"constant term of tau_eff/tau0 at kT/E1=1000: {offset:.4f}")
for ratio in (0.1, 1.0, 10.0, 100.0):
    full = 1 / mean_rate(1 / ratio)
    power = exponent(lambda r: 1 / mean_rate(1 / r), ratio)
    print(f"kT/E1={ratio:g}: tau/tau0 = {full:.4f},"
          f" linear term {0.75 * ratio:.4f}, exponent {power:.4f}")
for temp in (10, 77, 300):
    a = E1 / (KB * temp)
    print(f"T={temp} K: kT = {KB * temp * 1e3:.3f} meV,"
          f" kT/E1 = {1 / a:.1f}")
    print(f"  cone fraction = {-np.expm1(-a):.3e},"
          f" tau_eff = {lifetime(temp):.2f} ps")
print(f"tau_eff at 300 K = {lifetime(300) * 1e-3:.3f} ns")
print(f"slope of tau_eff = {0.75 * tau0 * KB / E1:.3f} ps/K")
print("neglected effects:")
for temp in (77, 300):
    factor, lift, z_l = exchange_factor(temp)
    print(f"exchange {temp} K: L lift at thermal Q = {lift * 1e3:.1f} meV")
    print(f"  L population weight {z_l:.4f}, lifetime factor {factor:.3f}")
exch_power = exponent(lambda t: lifetime(t) * exchange_factor(t)[0], 300.0)
print(f"exponent at 300 K with exchange = {exch_power:.3f}")
for temp, t_sc in SCATTER_PS.items():
    print(f"refilling {temp} K, scattering time {t_sc:.2f} ps:"
          f" lifetime factor {refill[temp]:.3f}")
print(f"collision width at 300 K = {HBAR / SCATTER_PS[300] * 1e3:.1f} meV")
print(f"dark doublet depth = {DARK_DEPTH * 1e3:.0f} meV")
for temp in (77, 300):
    print(f"dark states {temp} K: lifetime factor"
          f" {1 + np.exp(DARK_DEPTH / (KB * temp)):.2f}")
print(f"exciton density = {DENSITY_CM2:.1e} 1/cm2")
print(f"occupation at Q=0, 300 K = {np.expm1(y):.4f}")
print(f"Bose factor on the rate = {bose:.4f}")
print("checks complete")
```

Output:

```
exciton energy E0 = 1.90 eV
exciton mass M = 1.00 electron masses
transition polarisation d = 0.12 e
light-cone edge k0 = 0.009629 1/nm
edge kinetic energy E1 = 3.532 micro-eV
temperature with kT = E1: 0.0410 K
relative shift of exact edge = 1.86e-06
hbar Gamma0 = 2.509 meV
tau0 = 0.2623 ps
box, Q/k0=0.0 T: rate/Gamma0 = 1.003, formula 1.000
box, Q/k0=0.6 T: rate/Gamma0 = 1.254, formula 1.250
box, Q/k0=0.6 L: rate/Gamma0 = 0.802, formula 0.800
box, Q/k0=1.3 T: least survival = 0.9974
constant term of tau_eff/tau0 at kT/E1=1000: 0.4501
kT/E1=0.1: tau/tau0 = 0.9962, linear term 0.0750, exponent -0.0101
kT/E1=1: tau/tau0 = 1.3003, linear term 0.7500, exponent 0.5000
kT/E1=10: tau/tau0 = 7.9599, linear term 7.5000, exponent 0.9410
kT/E1=100: tau/tau0 = 75.4510, linear term 75.0000, exponent 0.9940
T=10 K: kT = 0.862 meV, kT/E1 = 244.0
  cone fraction = 4.091e-03, tau_eff = 48.12 ps
T=77 K: kT = 6.635 meV, kT/E1 = 1878.5
  cone fraction = 5.322e-04, tau_eff = 369.73 ps
T=300 K: kT = 25.852 meV, kT/E1 = 7318.8
  cone fraction = 1.366e-04, tau_eff = 1440.15 ps
tau_eff at 300 K = 1.440 ns
slope of tau_eff = 4.800 ps/K
neglected effects:
exchange 77 K: L lift at thermal Q = 54.4 meV
  L population weight 0.0275, lifetime factor 0.514
exchange 300 K: L lift at thermal Q = 107.3 meV
  L population weight 0.0893, lifetime factor 0.545
exponent at 300 K with exchange = 1.065
refilling 10 K, scattering time 1.00 ps: lifetime factor 6.571
refilling 300 K, scattering time 0.03 ps: lifetime factor 1.274
collision width at 300 K = 21.9 meV
dark doublet depth = 20 meV
dark states 77 K: lifetime factor 21.37
dark states 300 K: lifetime factor 3.17
exciton density = 1.0e+11 1/cm2
occupation at Q=0, 300 K = 0.0093
Bose factor on the rate = 1.0046
checks complete
```
